\section*{Diamagnetic Shift of the Lowest Subband in an In-Plane Field}

\section{Problem}

An electron of isotropic effective mass $m=0.2\,m_e$ is confined to a film of thickness $L=5$ nm by hard walls. A uniform magnetic field $B=10$ T lies in the plane of the film. By how much does the field raise the minimum of the lowest subband? Take the leading order in $B$ and count the orbital energy alone, without the energy of the spin in the field.

The electron has charge $-e$ with $e>0$. The $z$ axis crosses the film, and the field points along $y$. Lengths are in nanometres and energies in eV or its fractions.

\section{A tempting solution}

Put the origin at the lower wall and call the distance from it $s$, so that $0<s<L$. The vector potential $\mathbf A=(Bs,0,0)$ has the curl $\partial_s A_x=B$ along $y$, as required. It depends on neither $x$ nor $y$, so the wave numbers along both directions are conserved. Motion along $y$ is free, and its kinetic energy is set to zero, its lowest value. With wave number $k'$ along $x$, the Hamiltonian is
\begin{equation}
H=\frac{p_s^2}{2m}+V(s)+\frac{(\hbar k'+eBs)^2}{2m}.
\label{eq:wall}
\end{equation}

Without the field, the subband minimum is at $k'=0$. Setting $k'=0$ leaves the perturbation $e^2B^2s^2/2m$, and first-order perturbation theory gives
\begin{equation}
\Delta E\overset{?}{=}\frac{e^2B^2}{2m}\langle s^2\rangle .
\end{equation}
The unperturbed state is $\sqrt{2/L}\,\sin(\pi s/L)$. Since $2\sin^2\theta=1-\cos2\theta$,
\begin{align}
\langle s^2\rangle
&=\frac1L\int_0^L s^2\left[1-\cos\frac{2\pi s}{L}\right]ds\nonumber\\
&=\frac{L^2}{3}-\frac1L\,\frac{L^3}{2\pi^2}
=L^2\left(\frac13-\frac1{2\pi^2}\right).
\label{eq:s2}
\end{align}
The cosine integral follows from two integrations by parts, of which the boundary term $2L/(2\pi/L)^2=L^3/2\pi^2$ survives.

For the prefactor, use the magnetic length $l=\sqrt{\hbar/eB}=8.113$ nm and the cyclotron energy $\hbar\omega_c=\hbar eB/m=5.788$ meV:
\begin{equation}
\frac{e^2B^2}{2m}=\frac{\hbar\omega_c}{2l^2}
=\frac{5.788\ \text{meV}}{2(8.113\ \text{nm})^2}
=43.97\ \mu\text{eV/nm}^2 .
\label{eq:prefactor}
\end{equation}
With $\langle s^2\rangle=0.2827\times25\ \text{nm}^2=7.07\ \text{nm}^2$, the result is $311\ \mu$eV.

\section{Where it fails}

The integral and the perturbation theory are sound. The fault is the choice $k'=0$ after the field has been switched on.

Let $z=s-L/2$ be the position measured from the middle of the film. Then
\begin{equation}
\hbar k'+eBs=\hbar\left(k'+\frac{eBL}{2\hbar}\right)+eBz\equiv\hbar k+eBz .
\end{equation}
Moving the origin therefore relabels the states: $k=k'+L/2l^2$. The state called $k'=0$ is the state $k=5/(2\times65.8)=0.038\ \text{nm}^{-1}$ in the other labelling. The physical spectrum is the same, but the condition ``wave number zero'' selects a different state for each origin. An energy found in this way cannot be taken as the shift of the subband minimum unless the selected state is shown to be the minimum.

The velocity along $x$ exposes the error. It is $(\hbar k'+eBs)/m$, and by the Hellmann--Feynman theorem its average is the slope of the subband:
\begin{equation}
\frac1\hbar\frac{dE}{dk'}=\frac{\hbar k'+eB\langle s\rangle}{m}.
\end{equation}
At a minimum this must vanish. At $k'=0$ it is $eBL/2m$ to leading order, because $\langle s\rangle=L/2$. The electron is moving along the film, and the tempting answer contains the kinetic energy of that motion,
\begin{equation}
\frac{e^2B^2}{2m}\left(\frac L2\right)^2
=43.97\times6.25\ \mu\text{eV}=275\ \mu\text{eV}.
\end{equation}

\section{Correct solution}

Use the coordinate $z$ and allow any confining potential $V(z)$ for the moment. Let $E_1$ and $\psi(z)$ be the lowest energy and state at $B=0$, with mean position $\bar z=\langle z\rangle$ and variance $\mathrm{Var}(z)=\langle(z-\bar z)^2\rangle$. At $B=0$ the subband is $E_1+\hbar^2k^2/2m$, with its minimum at $k=0$. A weak field moves the minimum by an amount of order $B$, so we need $k$ of order $B$. The whole term
\begin{equation}
W=\frac{(\hbar k+eBz)^2}{2m}
\end{equation}
is then of order $B^2$. Its first-order energy is $\langle W\rangle$, and its second-order energy is of order $B^4$.

Split $z$ into $\bar z+(z-\bar z)$. The cross term in the square is proportional to $\langle z-\bar z\rangle=0$, so
\begin{equation}
E(k)=E_1+\frac{(\hbar k+eB\bar z)^2}{2m}
+\frac{e^2B^2}{2m}\mathrm{Var}(z)+O(B^4).
\label{eq:parabola}
\end{equation}
The first square is non-negative and vanishes at $k_0=-eB\bar z/\hbar$. The minimum therefore rises by
\begin{equation}
\Delta E=\frac{e^2B^2}{2m}\,\mathrm{Var}(z).
\label{eq:result}
\end{equation}
A variance does not depend on the origin, so this answer passes the test that the first one failed.

For hard walls, equation~\eqref{eq:s2} and $\langle s\rangle=L/2$ give
\begin{equation}
\mathrm{Var}(z)=\langle s^2\rangle-\frac{L^2}{4}
=L^2\left(\frac1{12}-\frac1{2\pi^2}\right)=0.03267\,L^2 .
\label{eq:var}
\end{equation}
A uniform probability density would give $L^2/12$. The subtraction appears because the lowest state is concentrated near the middle. For $L=5$ nm the variance is $0.817\ \text{nm}^2$, and
\begin{equation}
\Delta E=43.97\times0.817\ \mu\text{eV}=35.9\ \mu\text{eV}
=1.32\times10^{-6}\ \text{hartree}.
\end{equation}

\section{Range of the quadratic law}

The confinement energy is $E_1=\hbar^2\pi^2/2mL^2=75.2$ meV, and the spacing to the second subband is $3E_1=226$ meV. The shift is small beside both. From equations~\eqref{eq:result} and \eqref{eq:var},
\begin{equation}
\frac{\Delta E}{E_1}=\frac{0.03267}{\pi^2}\left(\frac Ll\right)^4
=4.8\times10^{-4}.
\end{equation}

The first correction to the minimum comes from $e^2B^2z^2/2m$ acting in second order at $k=0$. It is negative, since every level that the ground state couples to lies higher. The nearest level of the right parity is the third, $\sqrt{2/L}\cos(3\pi z/L)$, at $8E_1$ above the first. The product of cosines gives
\begin{align}
\langle3|z^2|1\rangle
&=\frac1L\int_{-L/2}^{L/2}z^2
\left[\cos\frac{2\pi z}{L}+\cos\frac{4\pi z}{L}\right]dz\nonumber\\
&=L^2\left(-\frac1{2\pi^2}+\frac1{8\pi^2}\right)
=-\frac{3L^2}{8\pi^2}=-0.950\ \text{nm}^2 .
\end{align}
The coupling is $-43.97\times0.950=-41.8\ \mu$eV, and this level contributes $-(41.8\ \mu\text{eV})^2/(8E_1)=-0.003\ \mu$eV. Diagonalizing the Hamiltonian by finite differences on 500 intervals, with and without the field, gives a shift lower than equation~\eqref{eq:result} by the same $0.003\ \mu$eV.

In the opposite limit, $L\gg l$, the quadratic law fails: it would grow as $L^2$ without bound. An electron far from both walls then occupies a Landau level, whose lowest energy $\hbar\omega_c/2$ does not depend on $L$.

\section{Electrons away from the minimum}

For the symmetric film the minimum stays at $k=0$ when $z$ is measured from the middle. At a fixed $k$ that does not shrink with $B$, the cross term $\hbar keBz/m$ is of first order in $B$. Its second-order energy is of order $B^2$ and competes with $\Delta E$:
\begin{equation}
E(k)=E_1+\frac{\hbar^2k^2}{2m}+\Delta E
-\left(\frac{\hbar keB}{m}\right)^2S,\qquad
S=\sum_{n>1}\frac{|\langle n|z|1\rangle|^2}{E_n-E_1}.
\label{eq:finitek}
\end{equation}

The sum can be replaced by one differential equation. If $(H_0-E_1)\chi=z\psi$, where $H_0$ is the film Hamiltonian at $B=k=0$, then expanding $\chi$ in the states $n$ gives $S=\langle\psi|z|\chi\rangle$. Put $q=\pi/L$, $\psi=\sqrt{2/L}\cos qz$ and $\chi=(2m/\hbar^2)\sqrt{2/L}\,g$. Then
\begin{equation}
-g''-q^2g=z\cos qz,\qquad g(\pm L/2)=0 .
\end{equation}
Try $g=az\cos qz+bz^2\sin qz+c\sin qz$. Differentiation gives
\begin{align}
(z\cos qz)''+q^2z\cos qz&=-2q\sin qz,\nonumber\\
(z^2\sin qz)''+q^2z^2\sin qz&=2\sin qz+4qz\cos qz .
\end{align}
Matching $z\cos qz$ requires $-4qb=1$. Matching $\sin qz$ requires $2qa-2b=0$. At $z=L/2$ the cosine vanishes and the sine is one, so $bL^2/4+c=0$. Hence
\begin{equation}
a=-\frac1{4q^2},\qquad b=-\frac1{4q},\qquad c=\frac{L^2}{16q}.
\end{equation}

Three integrals over the film are needed. The first follows from the variance, the others by parts:
\begin{align}
\int z^2\cos^2 qz\,dz&=L^3\left(\frac1{24}-\frac1{4\pi^2}\right),\nonumber\\
\int z\sin qz\cos qz\,dz&=\frac{L}{4q},\nonumber\\
\int z^3\sin qz\cos qz\,dz&=\frac{L^3}{q}\left(\frac1{16}-\frac3{8\pi^2}\right).
\end{align}
Multiplying them by $a$, $c$ and $b$ respectively and adding,
\begin{align}
\int z\cos qz\,g\,dz
&=\frac{L^3}{q^2}\left[-\frac1{96}+\frac1{16\pi^2}+\frac1{64}
-\frac1{64}+\frac3{32\pi^2}\right]\nonumber\\
&=\frac{(15-\pi^2)L^5}{96\pi^4}.
\end{align}
The factor $(2m/\hbar^2)(2/L)$ then gives
\begin{equation}
S=\frac{(15-\pi^2)\,mL^4}{24\pi^4\hbar^2}.
\end{equation}
Dividing the last term of equation~\eqref{eq:finitek} by $\hbar^2k^2/2m$ shows that the kinetic energy along $x$ is reduced by the fraction
\begin{equation}
\frac{2e^2B^2S}{m}=\frac{15-\pi^2}{12\pi^4}\left(\frac Ll\right)^4
=6.33\times10^{-4}.
\end{equation}

Take a density $n=3\times10^{12}\ \text{cm}^{-2}$ in one valley with both spins filled. At zero temperature the Fermi wave number is $\sqrt{2\pi n}=0.434\ \text{nm}^{-1}$ and the Fermi energy above the minimum is 35.9 meV; that its digits resemble those of $\Delta E$ is accidental. An electron with this wave number along $x$ is lowered by $6.33\times10^{-4}\times35.9\ \text{meV}=22.7\ \mu$eV, so its net rise at fixed $k$ is 13 $\mu$eV. The full 36 $\mu$eV belongs to the states with $k=0$, whatever their wave number along $y$, and not to the subband as a whole.

\section{Asymmetric and soft confinement}

A gate makes the film asymmetric. The density above, with relative permittivity 10, corresponds to a field $en/(10\,\varepsilon_0)=0.54$ MV/cm on the gate side. As a simple model of asymmetry, apply it uniformly across the film and leave out the potential of the channel charge. Finite-difference diagonalization then gives $\bar z=-0.372$ nm and $\mathrm{Var}(z)=0.755\ \text{nm}^2$. The minimum, searched for over $k$, lies at $0.0057\ \text{nm}^{-1}$, in agreement with $-\bar z/l^2$, and its shift is 33.2 $\mu$eV. Setting $k=0$ with the origin at mid-film would now add $43.97\times0.372^2=6.1\ \mu$eV of spurious kinetic energy.

Finite walls act in the other direction. For barriers of 3 eV on both sides and the same mass everywhere, the state is $\cos Kz$ inside and decays as $e^{-\kappa|z|}$ outside. Continuity of $\psi$ and $\psi'$ gives $K\tan(KL/2)=\kappa$, whose lowest root has $1/\kappa=0.255$ nm. At the wall $\psi'/\psi=-\kappa$, so a straight-line continuation of $\psi$ reaches zero a distance $1/\kappa$ further out. The film acts roughly like a hard-wall film of width $L+2/\kappa=5.51$ nm, for which equation~\eqref{eq:var} gives $0.992\ \text{nm}^2$. The variance from diagonalization is $0.995\ \text{nm}^2$, and the shift is 43.7 $\mu$eV.

\section{Comparison with a tin oxide channel}

The thickness and mass are roughly those of an ultrathin SnO$_2$ transistor channel; 10 T is a laboratory field, far above anything met in circuit operation. Changing one assumption at a time, the 3 eV barriers raise the shift by 22\% if the mass inside them equals that of the film (by 32\% for a barrier mass of 0.5, with $\psi'/m$ continuous at the walls), and the uniform gate field lowers it by 8\%. The second figure does not carry over to a filled channel, where the electrons screen the gate field and their mutual repulsion spreads the state. With all of them in the lowest subband, no electric field at the far wall, and a self-consistent Hartree potential held fixed when the magnetic field is applied, the hard-wall shift is 36.4 $\mu$eV. Adding a local-density exchange-correlation potential lowers it to 35.8 $\mu$eV, so the filled film lies within 2\% of the flat one and the sign of the difference is not settled at this level. If the mass is anisotropic with principal axes along $x$, $y$ and $z$, the mass along $x$ enters equation~\eqref{eq:result}, while the confinement mass drops out for the flat film with hard walls because $\psi$ does not contain it (in the uniform gate field it does matter: a confinement mass of 0.3 lowers 33.2 to 30.6 $\mu$eV); an in-plane mass of 0.3 gives 23.9 $\mu$eV. A nonparabolic band $E(1+\alpha E)=\gamma$, where $\gamma$ is the parabolic energy and $\alpha=0.5$ per eV is a rough value, divides the small shift by $d\gamma/dE=1+2\alpha E$. Solving the relation for $\gamma=E_1$ gives $E=72.6$ meV, so the divisor is 1.073 and the shift 33.5 $\mu$eV. The spin energy is larger than all of these: for $g=2$ the branches move by $\pm579\ \mu$eV, so the lower one falls by 543 $\mu$eV in total. The assumption of a sharp level fails severely. A rough mobility of 50 cm$^2$/Vs means a scattering time $\tau=m\mu/e$ of about 6 fs and a broadening $\hbar/\tau$ of about 0.1 eV, which exceeds even the Fermi energy (the mean free path, 1.4 nm, is then shorter than the inverse Fermi wave number, so this $\tau$ gives only an order of magnitude), and $k_BT$ at 300 K is 26 meV. Thickness matters as well: since $E_1\propto L^{-2}$, a thinning of $L\Delta E/2E_1=1.2$ pm raises the level as much as the field does. In such a channel the shift is a well-defined result of the model, but it is far too small to be resolved as a displacement of a level.

All numerical values are calculated from the stated model.
